\section*{The Dirac dipole sum rule: zero overall, nearly one for positive energies}

\section{Two sums that seem wrong}

Take a hydrogen-like ion with $Z=80$, solve the Dirac equation in a good finite basis, and add up the dipole oscillator strengths from the $1s$ state. The nonrelativistic sum rule says that the result should be one. Adding the positive-energy final states gives $0.788$; adding every eigenvector of the matrix gives zero. Without a relativistic sum rule, the first number looks like missing states and the second like a programming error. Both are correct, and the difference between them is the subject of these notes.

The quantity is
\begin{equation}
S=\frac{2m}{\hbar^2}\sum_n (E_n-E_0)\,|z_{n0}|^2,\qquad z_{n0}=\langle n|z|0\rangle ,
\label{S}
\end{equation}
for one electron in a fixed potential energy $V(\mathbf r)$. The state $|0\rangle$ is bound and normalized. A sum over $n$ includes an integral over continua.

\section{Simple case: the Schr\"odinger electron}

For Hermitian $z$, expand the double commutator:
\begin{equation}
[z,[H,z]]=2zHz-z^2H-Hz^2 .
\end{equation}
Take the expectation value in $|0\rangle$, use $H|0\rangle=E_0|0\rangle$, and insert a complete set of eigenstates:
\begin{equation}
\langle 0|[z,[H,z]]|0\rangle=2\sum_n(E_n-E_0)|z_{n0}|^2 .
\label{closure}
\end{equation}
Hence $S=(m/\hbar^2)\langle[z,[H,z]]\rangle$. With $H=p^2/2m+V$ and $[p_z,z]=-i\hbar$,
\begin{equation}
[H,z]=-\frac{i\hbar}{m}p_z,\qquad [z,[H,z]]=-\frac{i\hbar}{m}\,(i\hbar)=\frac{\hbar^2}{m},
\end{equation}
so $S=1$. The potential drops out because it is local. A nonlocal operator, such as Fock exchange, need not commute with $z$, and the results below do not cover it.

\section{The Dirac electron, all states}

Now let
\begin{equation}
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(\mathbf r).
\end{equation}
Only the first term fails to commute with $z$:
\begin{equation}
[H,z]=c\,\alpha_z[p_z,z]=-i\hbar c\,\alpha_z .
\label{velocity}
\end{equation}
The matrix $\alpha_z$ commutes with the coordinate $z$. The double commutator therefore vanishes, and \eqref{closure} gives $S=0$.

The operators are unbounded, so convergence deserves a check. The matrix element of \eqref{velocity} is
\begin{equation}
(E_n-E_0)z_{n0}=-i\hbar c\,(\alpha_z)_{n0}.
\label{me}
\end{equation}
Replace one factor in \eqref{S} by this:
\begin{equation}
S=-\frac{2imc}{\hbar}\sum_n z_{n0}^*(\alpha_z)_{n0}
=-\frac{2imc}{\hbar}\langle 0|z\alpha_z|0\rangle .
\end{equation}
The sum is the scalar product of $z|0\rangle$ and $\alpha_z|0\rangle$. Both vectors are normalizable for a bound state that decays exponentially, so the sum converges absolutely. The operator $z\alpha_z$ is Hermitian and its expectation value is real, which makes the right side imaginary. The left side is real. Both are zero.

\subsection*{Test on the limit of large $c$}

The result is zero for every finite $c$ at which the bound state exists, whereas the Schr\"odinger value is one. To see how these fit together, split $S=S_++S_-$ by the sign of the energy. Here ``positive'' means the bound states and the upper continuum, and ``negative'' means the continuum below $-mc^2$. The potential must be weak enough to leave these two groups separate, as it is for the ions treated here.

Using \eqref{me} for both factors,
\begin{equation}
S_-=-2mc^2\sum_{n\in -}\frac{|(\alpha_z)_{n0}|^2}{E_0-E_n}.
\label{Sminus}
\end{equation}
Because $\alpha_z^2=1$, the weights $|(\alpha_z)_{n0}|^2$ add up to one over all states. The part in positive states follows from \eqref{me} and the nonrelativistic commutator. To leading order,
\begin{equation}
\sum_{n\in+}|(\alpha_z)_{n0}|^2
=\frac{1}{\hbar^2c^2}\sum_{n\in+}(E_n-E_0)^2|z_{n0}|^2
\simeq\frac{\langle p_z^2\rangle}{m^2c^2}.
\end{equation}
This is small for a slow electron. Almost all the weight then lies in negative states, a distance close to $2mc^2$ below, and \eqref{Sminus} gives $S_-\to-1$.

The negative states do not disappear from the sum at large $c$. Their squared dipole elements add up to about $\hbar^2/(4m^2c^2)$, but the energy factor is about $-2mc^2$, and the product with $2m/\hbar^2$ is $-1$. Thus $S_+\to1$, as required.

\section{Positive-energy states alone}

Let $P_+$ project on the positive-energy eigenstates of the full $H$, including $V$, and define $Z_+=P_+zP_+$. This operator is Hermitian, has the same elements as $z$ between positive states, and has none to negative states. Equation \eqref{closure} applied to $Z_+$ gives
\begin{equation}
S_+=\frac{m}{\hbar^2}\langle0|[Z_+,[H,Z_+]]|0\rangle .
\label{Splus}
\end{equation}
The projection spoils the commutation that gave zero. To evaluate \eqref{Splus}, use a Foldy--Wouthuysen transformation, which turns $P_+$ into the projector on the upper two components.

\subsection*{The Hamiltonian}

Write $O=c\,\boldsymbol\alpha\cdot\mathbf p$, so that $\beta O=-O\beta$, and transform with $e^{A}$, where
\begin{equation}
A=\frac{\beta O}{2mc^2},\qquad
H'=H+[A,H]+\tfrac12[A,[A,H]]+\cdots .
\end{equation}
An operator is called even if it commutes with $\beta$ and odd if it anticommutes. Let $\varepsilon$ be the typical $p/mc$. Then $O\sim mc^2\varepsilon$ and $V\sim mc^2\varepsilon^2$. We need even terms through $mc^2\varepsilon^4$. The basic commutators are
\begin{align}
[A,\beta mc^2]&=-O, & [A,O]&=\frac{\beta O^2}{mc^2},\\
[A,\beta O^2]&=-\frac{O^3}{mc^2}, & [A,O^3]&=\frac{\beta O^4}{mc^2}.
\end{align}
The first cancels the odd term $O$ in $H$. The even terms quadratic in $O$ are
\begin{equation}
\frac{\beta O^2}{mc^2}-\frac{\beta O^2}{2mc^2}=\frac{\beta O^2}{2mc^2},
\end{equation}
from the first commutator with $O$ and the second with $\beta mc^2$. The quartic terms come from the third commutator with $O$, with factor $1/6$, and the fourth with $\beta mc^2$, with factor $1/24$:
\begin{equation}
\left(-\frac16+\frac1{24}\right)\frac{\beta O^4}{m^3c^6}=-\frac{\beta O^4}{8m^3c^6}.
\end{equation}
The potential contributes the even term
\begin{equation}
\tfrac12[A,[A,V]]=\frac{[\beta O,\beta[O,V]]}{8m^2c^4}
=-\frac{[O,[O,V]]}{8m^2c^4}\equiv W .
\end{equation}
Odd terms of size $mc^2\varepsilon^3$ remain. A second transformation, with exponent of order $\varepsilon^3$, removes them and changes even terms only at $mc^2\varepsilon^6$.

Since $O^2=c^2p^2$, the upper block is, apart from the constant $mc^2$,
\begin{equation}
h=T+V+W,\qquad T=\frac{p^2}{2m}-\frac{p^4}{8m^3c^2}.
\end{equation}
The term $W$ contains the Darwin and spin-orbit energies. Its form is all we need. From $[O,V]=-i\hbar c\,\boldsymbol\alpha\cdot\nabla V$,
\begin{equation}
[O,[O,V]]=-i\hbar c^2\bigl(\alpha_i\alpha_j[p_i,\partial_jV]
+[\alpha_i,\alpha_j](\partial_jV)p_i\bigr),
\end{equation}
with repeated indices summed. The first term is a function of position and the second is linear in $\mathbf p$.

\subsection*{The position operator}

The same transformation acts on $z$. The first commutator,
\begin{equation}
[A,z]=-\frac{i\hbar}{2mc}\beta\alpha_z,
\end{equation}
is odd and drops out of the upper block. The second is even. With $[\beta\alpha_i,\beta\alpha_z]=-[\alpha_i,\alpha_z]$ and $[\alpha_i,\alpha_j]=2i\epsilon_{ijk}\Sigma_k$,
\begin{equation}
\tfrac12[A,[A,z]]=\frac{i\hbar}{8m^2c^2}[\alpha_i,\alpha_z]p_i
=-\frac{\hbar}{4m^2c^2}(\boldsymbol\Sigma\times\mathbf p)_z .
\end{equation}
In the upper block $\boldsymbol\Sigma$ becomes $\boldsymbol\sigma$, and
\begin{equation}
Z_+\to z+\delta,\qquad \delta=-\frac{\hbar}{4m^2c^2}(\boldsymbol\sigma\times\mathbf p)_z .
\end{equation}
The correction is smaller than $z$ by $\varepsilon^2$; the second transformation contributes at relative order $\varepsilon^4$.

\subsection*{The double commutator}

Each piece can now be followed separately.

For the kinetic energy, $[T,z]=-i\hbar\,\partial T/\partial p_z$ and $[z,f(\mathbf p)]=i\hbar\,\partial f/\partial p_z$, so
\begin{equation}
[z,[T,z]]=\hbar^2\frac{\partial^2T}{\partial p_z^2}.
\end{equation}
Since $\partial^2p^4/\partial p_z^2=\partial(4p^2p_z)/\partial p_z=4p^2+8p_z^2$,
\begin{equation}
[z,[T,z]]=\frac{\hbar^2}{m}\left(1-\frac{p^2+2p_z^2}{2m^2c^2}\right).
\end{equation}

The term $W$ is at most linear in $\mathbf p$. Its commutator with $z$ contains no momentum, and the next commutator with $z$ is zero.

The correction $\delta$ enters through two terms, with $h_0=p^2/2m+V$:
\begin{equation}
[\delta,[h_0,z]]+[z,[h_0,\delta]] .
\end{equation}
In the first, $[h_0,z]=-i\hbar p_z/m$ commutes with $\delta$. In the second, $[h_0,\delta]=[V,\delta]$ is a function of position times a spin matrix and commutes with $z$. Both vanish.

Therefore
\begin{equation}
S_+=1-\frac{\langle p^2+2p_z^2\rangle}{2m^2c^2}+\text{higher order}.
\label{result}
\end{equation}
The leading term is a number, so relativistic changes of the wave function do not affect it. The average in the correction may be taken in the nonrelativistic state.

\subsection*{Test on a free particle}

The derivative $\partial^2T/\partial p_z^2$ is the inverse inertia for a force along $z$. For $T=\sqrt{m^2c^4+p^2c^2}$ and Lorentz factor $\Gamma$, it is $1/(m\Gamma)$ when $\mathbf p\perp z$ and $1/(m\Gamma^3)$ when $\mathbf p\parallel z$. With $\Gamma\simeq1+p^2/2m^2c^2$, these give reductions of $p^2/2m^2c^2$ and $3p^2/2m^2c^2$, in agreement with \eqref{result}. To order $p^2/m^2c^2$, the positive-energy sum falls below one because a moving electron is harder to accelerate. The derivation does not extend this reading to higher orders in a bound state.

\section{Hydrogen-like states}

For a point nucleus and $1s$, the nonrelativistic function is proportional to $e^{-\lambda r}$ with $\lambda=Z\alpha mc/\hbar$; here $\alpha$ without an index is the fine-structure constant. Its gradient has magnitude $\lambda$ times the function, so $\langle p^2\rangle=\hbar^2\lambda^2=(Z\alpha mc)^2$. Spherical symmetry gives $\langle p_z^2\rangle=\langle p^2\rangle/3$, and
\begin{equation}
S_+=1-\tfrac12\left(1+\tfrac23\right)(Z\alpha)^2+\cdots
=1-\tfrac56(Z\alpha)^2+\cdots .
\label{oneS}
\end{equation}

A spherical state cannot test the direction dependence in \eqref{result}. The state $2p_{3/2}$ with $m_j=3/2$ can. The virial theorem and the energy $-(Z\alpha)^2mc^2/8$ give $\langle p^2\rangle=(Z\alpha mc)^2/4$. The momentum distribution has the angular form $1-t^2$, with $t=p_z/p$, so
\begin{equation}
\frac{\langle p_z^2\rangle}{\langle p^2\rangle}
=\frac{\int_{-1}^1t^2(1-t^2)\,dt}{\int_{-1}^1(1-t^2)\,dt}
=\frac{4/15}{4/3}=\frac15 .
\end{equation}
The coefficient of $(Z\alpha)^2$ is $\frac12(1+\frac25)\frac14=\frac7{40}=0.175$. An isotropic average would have given $5/24\simeq0.208$.

The numerical check diagonalizes the Dirac Hamiltonian for a point nucleus and sums the strengths directly. All computed values in these notes refer to that model. At $Z=80$, a nuclear charge spread over an rms radius of about $5.5$ fm raises $S_+$ for $1s$ by about $0.0002$, from $0.7878$ to $0.7880$, and the positive part of each channel by about $0.0001$. For $1s$ it gives:
\begin{center}
\begin{tabular}{cccc}
$Z$ & $S_+$ & $1-\frac56(Z\alpha)^2$ & $(1-S_+)/(Z\alpha)^2$\\
5 & 0.99889 & 0.99889 & 0.8302\\
10 & 0.99562 & 0.99556 & 0.8220\\
40 & 0.93747 & 0.92900 & 0.7339\\
80 & 0.78782 & 0.71599 & 0.6226
\end{tabular}
\end{center}
If the last column differs from its limit by a term proportional to $Z^2$, the first two rows give the limit as $(4\times0.8302-0.8220)/3=0.8329$, against $5/6=0.8333$. The assumption is only approximate here: the two rows differ from $5/6$ by about $0.003$ and $0.011$, a ratio somewhat below $4$, so the extrapolation leaves a small remainder, less than $0.001$. For $2p_{3/2}$ the same extrapolation gives $0.1750$, which confirms the term in $p_z^2$.

At $Z=80$ the leading formula predicts a $1s$ deficit of $0.284$, while the computed deficit is $0.212$. The prediction is too large by about $34\%$ of the computed deficit. Equation \eqref{oneS} is a small-$Z\alpha$ result and should not be used as a precise value for a heavy ion.

\section{Where the cancellation takes place}

From $1s$, $z$ leads to $p_{1/2}$ and $p_{3/2}$ states. Label them by $\kappa'=1$ and $\kappa'=-2$; the $1s$ state has $\kappa=-1$. The angular part follows from $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$. With spin up, $Y_{10}$ is one third $p_{1/2}$ and two thirds $p_{3/2}$ in weight. The squared angular factors are therefore $w=1/9$ and $w=2/9$. They are the same for the lower components, whose angular functions differ by $\sigma_r$, which commutes with $\cos\theta$.

Let $G/r$ and $F/r$ be the large and small radial functions. The radial Hamiltonian acts as
\begin{equation}
h_\kappa\begin{pmatrix}G\\F\end{pmatrix}=
\begin{pmatrix}(V+mc^2)G+\hbar c(-F'+\kappa F/r)\\
\hbar c(G'+\kappa G/r)+(V-mc^2)F\end{pmatrix}.
\end{equation}
Apply $h_{\kappa'}-E_0$ to $r$ times the $1s$ functions. The derivative of $r$ and the change of $\kappa$ are all that survive:
\begin{equation}
(h_{\kappa'}-E_0)\begin{pmatrix}rG\\rF\end{pmatrix}
=\hbar c\begin{pmatrix}(\kappa'-\kappa-1)F\\(\kappa'-\kappa+1)G\end{pmatrix}.
\end{equation}
The scalar product with $(rG,rF)$, with $\kappa=-1$, is $2\hbar c(\kappa'+1)I$, where $I=\int rGF\,dr$. The sum over all states of one channel is thus
\begin{equation}
S_{\kappa'}=\frac{2m}{\hbar^2}\,w\,2\hbar c(\kappa'+1)I .
\end{equation}
For $1s$, $G\propto r^\gamma e^{-\lambda r}$ and $F=-aG$, with $\gamma=\sqrt{1-(Z\alpha)^2}$ and $a=Z\alpha/(1+\gamma)$. Then $1+a^2=2/(1+\gamma)$, so the normalized product is $GF=-(Z\alpha/2)(G^2+F^2)$. With $\langle r\rangle=(2\gamma+1)/(2\lambda)$,
\begin{equation}
I=-\frac{Z\alpha}{2}\,\frac{2\gamma+1}{2\lambda}=-\frac{\hbar(2\gamma+1)}{4mc},
\qquad S_{\kappa'}=-w(\kappa'+1)(2\gamma+1).
\end{equation}
The $p_{1/2}$ sum is $-\frac29(2\gamma+1)$ and the $p_{3/2}$ sum is $+\frac29(2\gamma+1)$. The zero is reached by the two channels together, so a calculation that omits one of them cannot show it.

In the nonrelativistic limit, $\gamma\to1$ and the channel sums become $\mp\frac23$. The positive parts divide the Schr\"odinger value one in the ratio $1:2$, giving $\frac13$ and $\frac23$. By subtraction the negative parts are $-1$ and $0$. This makes sense: $\alpha_z$ moves the large $s$-wave component of $1s$ into the lower components, and an $s$ wave there belongs to $p_{1/2}$.

For $Z=80$, $\gamma=0.81191$ and the closed form is $\frac29(2.62382)=0.58307$. The computed parts are
\begin{align}
p_{1/2}:&\quad 0.19560-0.77867=-0.58307,\\
p_{3/2}:&\quad 0.59221-0.00914=+0.58307 .
\end{align}
Adding the positive parts gives $S_+=0.7878$; the negative parts give the opposite. Of the vector $\alpha_z|0\rangle$, a weight $0.91257$ lies in negative states. Equation \eqref{Sminus} then defines an effective gap of $2.3167\,mc^2$ ($1184$ keV), since $2\times0.91257/2.3167=0.7878$. The magnitude of $S_-$ is below one for two reasons: some weight has moved to positive states, and the effective gap exceeds $2mc^2$.

\section{What the sums mean physically}

In the filled-sea picture, the electron cannot fall into an occupied negative state. It also occupies $|0\rangle$ and so blocks the transitions from the sea into that state. For independent electrons in the same fixed $V$, compare the ion with the filled sea alone, term by term. The electron adds $S_+$, and the blocked transitions remove
\begin{equation}
\frac{2m}{\hbar^2}\sum_{n\in-}(E_0-E_n)|z_{n0}|^2=-S_- .
\end{equation}
The difference is $S_+-(-S_-)=S_++S_-=0$. The complete sum rule therefore survives the exclusion principle, as a statement about the change relative to the vacuum.

Neither sum is the integrated photoabsorption of a heavy ion, because $z$ is the dipole operator without retardation. The photon wave number times the orbital length $1/\lambda$ is $\Delta E/(Z\alpha mc^2)$. For the $1s$--$2p_{1/2}$ excitation at $Z=80$ this is $71.5/(0.58379\times511.0)=0.24$, which is already not very small. At the effective gap it is about $4$, and the dipole form no longer describes the coupling to a photon. The values $0$ and $0.788$ are properties of the Dirac spectrum and the operator $z$. In a finite basis with projector $P$, the sum over all eigenvectors is $(2m/\hbar^2)\langle0|zP(H-E_0)Pz|0\rangle$, which vanishes if $|0\rangle$ is an exact eigenstate of $H$ and $Pz|0\rangle=z|0\rangle$. With the exact $|0\rangle$, as used here, a nonzero total therefore shows that eigenvectors were left out or that $z|0\rangle$ is not represented. If $|0\rangle$ is itself computed in a finite basis, its error can also make the total nonzero. The converse fails. For any real function $g(\mathbf r)$, $\langle0|g(H-E_0)g|0\rangle=-i\hbar c\langle0|g\,\boldsymbol\alpha\cdot\nabla g|0\rangle$ is both real and imaginary, hence zero. A basis made of the single vector $f(r)z|0\rangle$ thus has the one eigenvalue $E_0$ and a zero sum, with no negative-energy state and with $z|0\rangle$ only partly represented. The zero does not prove that the basis is complete, nor that the split into $S_+$ and $S_-$ is accurate.

\section*{Calculated quantities}
\begin{verbatim}
Hydrogen-like ion, Z = 80, point nucleus, initial state 1s
electron rest energy m c^2          510.999 keV
Z alpha (dimensionless)             0.58379
gamma (dimensionless)               0.81191
1s binding energy                   96.116 keV
p1/2: excitation energy 1s-2p       71.494 keV
p1/2: oscillator strength 1s-2p     0.11365
p1/2: sum, positive energies        0.19560
p1/2: sum, negative energies        -0.77867
p1/2: sum, all energies             -0.58307
p3/2: excitation energy 1s-2p       73.862 keV
p3/2: oscillator strength 1s-2p     0.23256
p3/2: sum, positive energies        0.59221
p3/2: sum, negative energies        -0.00914
p3/2: sum, all energies             0.58307
closed form (2/9)(2 gamma + 1)      0.58307
S+ (dimensionless)                  0.78782
S- (dimensionless)                  -0.78782
S- from velocity form               -0.78782
|S+ + S-|                           2.7e-13
change of S+ in coarser basis       7.1e-11
weight of alpha_z|0> in E<0 states  0.91257
effective gap to E<0 states         2.3167 m c^2
effective gap to E<0 states         1183.8 keV
Initial state 1s
  <p^2>/(Z alpha m c)^2 = 1.00000, <p_z^2>/<p^2> = 0.33333
   Z  Z alpha      S+        S-     leading  (1-S+)/(Z alpha)^2
   5  0.03649  0.99889  -0.99889  0.99889  0.8302
  10  0.07297  0.99562  -0.99562  0.99556  0.8220
  20  0.14595  0.98302  -0.98302  0.98225  0.7970
  40  0.29189  0.93747  -0.93747  0.92900  0.7339
  60  0.43784  0.87102  -0.87102  0.84025  0.6728
  80  0.58379  0.78782  -0.78782  0.71599  0.6226
  coefficient: extrapolated 0.8329, derived 0.8333
Initial state 2p3/2, m_j = 3/2
  <p^2>/(Z alpha m c)^2 = 0.25000, <p_z^2>/<p^2> = 0.20000
   Z  Z alpha      S+        S-     leading  (1-S+)/(Z alpha)^2
   5  0.03649  0.99977  -0.99977  0.99977  0.1749
  10  0.07297  0.99907  -0.99907  0.99907  0.1748
  20  0.14595  0.99629  -0.99629  0.99627  0.1742
  40  0.29189  0.98535  -0.98535  0.98509  0.1720
  60  0.43784  0.96762  -0.96762  0.96645  0.1689
  80  0.58379  0.94362  -0.94362  0.94036  0.1654
  coefficient: extrapolated 0.1750, derived 0.1750
\end{verbatim}
